**Characters and product reductions for the linear point groups**

The program tests the irreps of $C_{\infty v}$ and $D_{\infty h}$ and the reductions $\Pi\times\Pi=\Sigma^++\Sigma^-+\Delta$ and $\Pi\times\Delta=\Pi+\Phi$. Here $\Lambda=0,1,2,3$ labels $\Sigma,\Pi,\Delta,\Phi$, and g or u is the parity under inversion. Representation matrices are built from functions of position, and the program asserts that their traces agree with the derived character table for $\Lambda\le3$. It also asserts the invariance of the group average for a test function, the orthonormality of ten characters, the multiplicities, and the basis vectors of each part. Sums over $C_{nv}$ with $n=3$ to $8$ show where a finite group fails to reproduce the integral. For two electrons on a ring, with direct integral $J$ and exchange integral $K$, diagonalization of the interaction matrix confirms the levels $J-K$, $J$ (twice) and $J+K$. With ring radius and softening length both 0.1 nm, the output gives 8.73, 9.25 and 9.77 eV.

## Numerical verification

```python
"""Irreps of the linear groups C_inf_v and D_inf_h and reduction of products.

Results under test:
  Pi x Pi = Sigma+ + Sigma- + Delta,   Pi x Delta = Pi + Phi,
with g/u parities multiplying in D_inf_h. Multiplicities are invariant means
  <f> = equal-weight average over components of (1/2pi) integral f dphi.
Group elements are 3x3 matrices  inversion^p C(phi) sigma(0)^s, where C(phi)
rotates about z and sigma(0) reflects y -> -y. Representation matrices D are
found from functions of position by (g f_j)(r) = f_j(g^-1 r) = sum_i f_i(r) D_ij.
Model: two electrons in exp(+-i theta) on a ring of radius R, repulsion
softened by a length d; J and K are direct and exchange integrals.
"""
import numpy as np
from scipy import constants, integrate, special

rng = np.random.default_rng(7)
points1, points2 = rng.normal(size=(2, 12, 3))
LAMBDA = {"Sigma+": 0, "Sigma-": 0, "Pi": 1, "Delta": 2, "Phi": 3}
LABELS = [kind + "_" + parity for parity in "gu" for kind in LAMBDA]
COMPONENTS = [(0, 0), (0, 1), (1, 0), (1, 1)]   # (inversion, reflection)

# Gauss-Legendre rule on 0..2pi: a true integral, not a finite-group sum
nodes, weights = np.polynomial.legendre.leggauss(48)
angles, weights = np.pi * (nodes + 1), weights / 2


def element(inversion, reflection, phi):
    c, s = np.cos(phi), np.sin(phi)
    rotation = np.array([[c, -s, 0], [s, c, 0], [0, 0, 1.0]])
    return (-1) ** inversion * rotation @ np.diag([1, (-1) ** reflection, 1])


def basis(label, r1, r2):
    """Functions of two position vectors that carry the labelled irrep."""
    kind, parity = label.split("_")
    (x1, y1, z1), (x2, y2, _) = r1.T, r2.T
    m = LAMBDA[kind]
    if kind == "Sigma+":
        columns = [x1 * x2 + y1 * y2]
    elif kind == "Sigma-":
        columns = [x1 * y2 - y1 * x2]
    else:
        power = (x1 + 1j * y1) ** m
        columns = [power.real, power.imag]
    natural_parity = "u" if m % 2 else "g"
    factor = 1.0 if parity == natural_parity else z1
    return np.array([factor * column for column in columns]).T


def matrix(label, g):
    original = basis(label, points1, points2)
    moved = basis(label, points1 @ g, points2 @ g)   # values at g^-1 r
    rep = np.linalg.lstsq(original, moved, rcond=None)[0]
    assert np.allclose(original @ rep, moved, atol=1e-9)   # space is closed
    return rep


def table(label, inversion, reflection, phi):
    """Derived character table."""
    kind, parity = label.split("_")
    sign = -1 if inversion and parity == "u" else 1
    if LAMBDA[kind] == 0:
        return sign * (-1 if reflection and kind == "Sigma-" else 1)
    return 0.0 if reflection else sign * 2 * np.cos(LAMBDA[kind] * phi)


def mean(values):
    """Invariant mean; first axis: components, second axis: angle nodes."""
    return np.einsum("ca...,a->...", values, weights) / len(values)


def trace(matrices):
    return np.trace(matrices, axis1=-2, axis2=-1)


def product(a, b):
    size = a.shape[-1] * b.shape[-1]
    return np.einsum("caij,cakl->caikjl", a, b).reshape(*a.shape[:2], size, size)


# Characters from geometry against the derived table
reps = {lab: np.array([[matrix(lab, element(p, s, phi)) for phi in angles]
                       for p, s in COMPONENTS]) for lab in LABELS}
chars = {lab: trace(reps[lab]) for lab in LABELS}
for lab in LABELS:
    for c, (p, s) in enumerate(COMPONENTS):
        derived = [table(lab, p, s, phi) for phi in angles]
        assert np.allclose(chars[lab][c], derived, atol=1e-9)
    g, h = element(1, 1, 0.7), element(0, 1, 2.1)
    assert np.allclose(matrix(lab, g) @ matrix(lab, h), matrix(lab, g @ h))

sigma_h = np.diag([1.0, 1.0, -1.0])
phi0 = np.radians(40)
print(f"Characters in D_inf_h at phi = {np.degrees(phi0):.0f} degrees")
print("irrep        C(phi)  sigma_v        i   S(phi)      C2'")
for lab in LABELS:
    kind, parity = lab.split("_")
    m, sign = LAMBDA[kind], (1 if parity == "g" else -1)
    for phi in (phi0, 1.9):
        value = np.trace(matrix(lab, sigma_h @ element(0, 0, phi)))
        dimension = 2 if m else 1
        assert np.isclose(value, sign * (-1) ** m * dimension * np.cos(m * phi))
    sample = [element(0, 0, phi0), element(0, 1, 0), element(1, 0, 0),
              sigma_h @ element(0, 0, phi0), element(1, 1, 0)]
    row = [round(float(np.trace(matrix(lab, g))), 4) + 0.0 for g in sample]
    print(f"{lab:9s}" + "".join(f"{value:9.4f}" for value in row))


# Invariance of the mean on a function that is not a class function
def probe(g):
    return np.exp(0.5*g[0, 0] + 0.3*g[0, 1] - 0.4*g[1, 0] + 0.2*g[1, 1] + 0.3*g[2, 2])


def probe_means(left, right):
    return np.array([sum(w * probe(left @ element(p, s, phi) @ right)
                         for w, phi in zip(weights, angles)) for p, s in COMPONENTS])


unit = np.eye(3)
plain = probe_means(unit, unit)
for p, s in COMPONENTS:
    shift = element(p, s, 1.234)
    assert np.isclose(probe_means(shift, unit).mean(), plain.mean(), atol=1e-9)
    assert np.isclose(probe_means(unit, shift).mean(), plain.mean(), atol=1e-9)
reflected = probe_means(element(0, 1, 1.234), unit)
unequal = np.array([2 / 3, 1 / 3])
assert abs(unequal @ reflected[:2] - unequal @ plain[:2]) > 0.01
print("Test function, C_inf_v mean before and after a reflection:")
print(f"  equal weights   {plain[:2].mean():.6f}  {reflected[:2].mean():.6f}")
print(f"  weights 2/3,1/3 {unequal @ plain[:2]:.6f}  {unequal @ reflected[:2]:.6f}")

# Orthonormality of characters in D_inf_h
gram = np.array([[mean(chars[a] * chars[b]) for b in LABELS] for a in LABELS])
gram_error = np.abs(gram - np.eye(len(LABELS))).max()
assert gram_error < 1e-9
print(f"Orthonormality of 10 characters holds within 1e-9: {gram_error < 1e-9}")

# C_inf_v: keep only the two components without inversion
AXIAL = {"Sigma+": "Sigma+_u", "Sigma-": "Sigma-_g", "Pi": "Pi_u",
         "Delta": "Delta_g", "Phi": "Phi_u"}
axial_reps = {kind: reps[lab][:2] for kind, lab in AXIAL.items()}
axial_chars = {kind: trace(rep) for kind, rep in axial_reps.items()}


def reduce(character, irreps):
    found = {}
    for name, chi in irreps.items():
        value = mean(chi * character)
        assert abs(value - round(value)) < 1e-9
        if round(value):
            found[name] = round(value)
    # squared norm shows that no irrep outside the list is missing
    assert np.isclose(mean(character ** 2), sum(n * n for n in found.values()))
    return found


def show(found):
    return " + ".join((str(n) + " " if n > 1 else "") + k for k, n in found.items())


expected = {("Pi", "Pi"): {"Sigma+": 1, "Sigma-": 1, "Delta": 1},
            ("Pi", "Delta"): {"Pi": 1, "Phi": 1}}
print("C_inf_v, rotation / reflection parts of the integral (each mean, then half sum):")
for (a, b), answer in expected.items():
    character = trace(product(axial_reps[a], axial_reps[b]))
    found = reduce(character, axial_chars)
    assert found == answer
    print(f"{a} x {b} = {show(found)}")
    for name, chi in axial_chars.items():
        parts = np.round((chi * character) @ weights, 6) + 0.0
        print(f"  {name:7s}{parts[0]:5.2f} {parts[1]:5.2f} -> {parts.mean():.2f}")

print("D_inf_h:")
for a, b in [("Pi_u", "Pi_u"), ("Pi_g", "Pi_u"), ("Pi_u", "Delta_g"),
             ("Pi_g", "Delta_g")]:
    found = reduce(trace(product(reps[a], reps[b])), chars)
    parity = "g" if a[-1] == b[-1] else "u"
    kinds = expected[(a[:-2], b[:-2])]
    assert found == {kind + "_" + parity: n for kind, n in kinds.items()}
    print(f"  {a} x {b} = {show(found)}")

# Explicit basis vectors, tested with character projectors
partners = {
    ("Pi", "Pi"): {"Sigma+": [[1, 0, 0, 1]], "Sigma-": [[0, 1, -1, 0]],
                   "Delta": [[1, 0, 0, -1], [0, 1, 1, 0]]},
    ("Pi", "Delta"): {"Pi": [[1, 0, 0, 1], [0, 1, -1, 0]],
                      "Phi": [[1, 0, 0, -1], [0, 1, 1, 0]]}}
for (a, b), spaces in partners.items():
    pair_rep = product(axial_reps[a], axial_reps[b])
    for name, vectors in spaces.items():
        projector = len(vectors) * mean(axial_chars[name][..., None, None] * pair_rep)
        v = np.array(vectors) / np.sqrt(2)
        assert np.allclose(projector, v.T @ v, atol=1e-9)

# Symmetric and antisymmetric squares of Pi
swap = np.eye(4)[[0, 2, 1, 3]]
pair_rep = product(axial_reps["Pi"], axial_reps["Pi"])
chi_of_square = np.array([[np.trace(matrix("Pi_u", element(0, s, phi) @ element(0, s, phi)))
                           for phi in angles] for s in (0, 1)])
for sign, name, answer in [(1, "symmetric", {"Sigma+": 1, "Delta": 1}),
                           (-1, "antisymmetric", {"Sigma-": 1})]:
    direct = trace((np.eye(4) + sign * swap) / 2 @ pair_rep)
    assert np.allclose(direct, (axial_chars["Pi"] ** 2 + sign * chi_of_square) / 2)
    found = reduce(direct, axial_chars)
    assert found == answer
    print(f"Pi x Pi, {name} part: {show(found)}")

# Finite sums over C_nv in place of the integral
print("Mean of |character|^2 from C_nv sums:  n, Pi x Pi, Pi x Delta")
norms = {}
for n in range(3, 9):
    group = [element(0, s, 2 * np.pi * k / n) for s in (0, 1) for k in range(n)]
    pi_chi = np.array([np.trace(matrix("Pi_u", g)) for g in group])
    delta_chi = np.array([np.trace(matrix("Delta_g", g)) for g in group])
    norms[n] = (np.mean(pi_chi ** 4), np.mean((pi_chi * delta_chi) ** 2))
    print(f"  {n}  {norms[n][0]:.2f}  {norms[n][1]:.2f}")
integral_norms = [mean(trace(product(axial_reps["Pi"], axial_reps[b])) ** 2)
                  for b in ("Pi", "Delta")]
print(f"  integral  {integral_norms[0]:.2f}  {integral_norms[1]:.2f}")
assert all(np.isclose(norms[n][0], integral_norms[0]) for n in range(5, 9))
assert all(np.isclose(norms[n][1], integral_norms[1]) for n in (7, 8))
assert norms[4][0] > integral_norms[0] + 0.5
assert norms[6][1] > integral_norms[1] + 0.5

# Two electrons on a ring: interaction matrix in the real product basis
R = d = 1.0e-10                                   # metres
coulomb_eV_m = constants.e / (4 * np.pi * constants.epsilon_0)


def repulsion(delta):
    return coulomb_eV_m / np.sqrt(4 * R**2 * np.sin(delta / 2)**2 + d**2)


J = integrate.quad(repulsion, 0, np.pi, epsabs=1e-11)[0] / np.pi
K = integrate.quad(lambda t: repulsion(t) * np.cos(2 * t), 0, np.pi,
                   epsabs=1e-11)[0] / np.pi
assert np.isclose(J, coulomb_eV_m * 2 / (np.pi * d) * special.ellipk(-4 * R**2 / d**2))
theta = 2 * np.pi * np.arange(160) / 160
orbitals = np.array([np.cos(theta), np.sin(theta)]) / np.sqrt(np.pi)
pairs = np.einsum("ia,jb->ijab", orbitals, orbitals).reshape(4, -1)
potential = repulsion(theta[:, None] - theta[None, :]).ravel()
interaction = (pairs * potential) @ pairs.T * (2 * np.pi / 160) ** 2
levels = np.linalg.eigvalsh(interaction)
assert K > 0 and np.allclose(levels, [J - K, J, J, J + K], atol=1e-8)
for name, energy in [("Sigma+", J + K), ("Sigma-", J - K), ("Delta", J)]:
    for vector in partners[("Pi", "Pi")][name]:
        assert np.allclose(interaction @ vector, energy * np.array(vector), atol=1e-8)
print(f"Ring model: R = {R*1e9:.1f} nm, d = {d*1e9:.1f} nm")
print(f"J = {J:.4f} eV, K = {K:.4f} eV")
print(f"Triplet Sigma-: {levels[0]:.4f} eV")
print(f"Singlet Delta:  {levels[1]:.4f} eV and {levels[2]:.4f} eV")
print(f"Singlet Sigma+: {levels[3]:.4f} eV")

print("ALL CHECKS PASSED")
```

Output:

```
Characters in D_inf_h at phi = 40 degrees
irrep        C(phi)  sigma_v        i   S(phi)      C2'
Sigma+_g    1.0000   1.0000   1.0000   1.0000   1.0000
Sigma-_g    1.0000  -1.0000   1.0000   1.0000  -1.0000
Pi_g        1.5321   0.0000   2.0000  -1.5321   0.0000
Delta_g     0.3473   0.0000   2.0000   0.3473   0.0000
Phi_g      -1.0000   0.0000   2.0000   1.0000   0.0000
Sigma+_u    1.0000   1.0000  -1.0000  -1.0000  -1.0000
Sigma-_u    1.0000  -1.0000  -1.0000  -1.0000   1.0000
Pi_u        1.5321   0.0000  -2.0000   1.5321   0.0000
Delta_u     0.3473   0.0000  -2.0000  -0.3473   0.0000
Phi_u      -1.0000   0.0000  -2.0000  -1.0000   0.0000
Test function, C_inf_v mean before and after a reflection:
  equal weights   1.542604  1.542604
  weights 2/3,1/3 1.595533  1.489675
Orthonormality of 10 characters holds within 1e-9: True
C_inf_v, rotation / reflection parts of the integral (each mean, then half sum):
Pi x Pi = Sigma+ + Sigma- + Delta
  Sigma+  2.00  0.00 -> 1.00
  Sigma-  2.00  0.00 -> 1.00
  Pi      0.00  0.00 -> 0.00
  Delta   2.00  0.00 -> 1.00
  Phi     0.00  0.00 -> 0.00
Pi x Delta = Pi + Phi
  Sigma+  0.00  0.00 -> 0.00
  Sigma-  0.00  0.00 -> 0.00
  Pi      2.00  0.00 -> 1.00
  Delta   0.00  0.00 -> 0.00
  Phi     2.00  0.00 -> 1.00
D_inf_h:
  Pi_u x Pi_u = Sigma+_g + Sigma-_g + Delta_g
  Pi_g x Pi_u = Sigma+_u + Sigma-_u + Delta_u
  Pi_u x Delta_g = Pi_u + Phi_u
  Pi_g x Delta_g = Pi_g + Phi_g
Pi x Pi, symmetric part: Sigma+ + Delta
Pi x Pi, antisymmetric part: Sigma-
Mean of |character|^2 from C_nv sums:  n, Pi x Pi, Pi x Delta
  3  3.00  3.00
  4  4.00  4.00
  5  3.00  2.00
  6  3.00  3.00
  7  3.00  2.00
  8  3.00  2.00
  integral  3.00  2.00
Ring model: R = 0.1 nm, d = 0.1 nm
J = 9.2538 eV, K = 0.5197 eV
Triplet Sigma-: 8.7341 eV
Singlet Delta:  9.2538 eV and 9.2538 eV
Singlet Sigma+: 9.7734 eV
ALL CHECKS PASSED
```
